# Incremental growth stress from noisy curvature by regularised differentiation

**What dimensions allow**

A growing film loads its substrate with a force per unit width $F(h)$, where $h$ is the mean deposited thickness. The incremental stress is the slope $s=dF/dh$. Suppose that $F$ is sampled every $\Delta$ with independent errors of standard deviation $\delta$, and that a smooth estimate of $s$ is formed over a length $\ell\gg\Delta$. About $\ell/\Delta$ samples share in each estimate, so averaging leaves a variance of order $\delta^2\Delta/\ell$ in $F$. The noise thus enters through the product $\delta^2\Delta$. A slope has the dimension of $F$ divided by a length, and the one length left is $\ell$. Therefore

$$\operatorname{Var}s=c\,\frac{\delta^2\Delta}{\ell^3},\qquad(1)$$

with $c$ a pure number set by the way of smoothing. The argument covers linear estimates that average all samples within $\ell$. For these no choice of weights removes the factor $\ell^{-3}$: resolution is paid for in noise. What remains is to find a scheme, its $c$, and a rule for $\ell$.

**What curvature measures**

Let the substrate have thickness $h_s$ and biaxial modulus $M_s$, and let $z$ run from its mid-plane towards the film. Tension is positive, and $\kappa>0$ means concave on the film side, so the substrate strain is $\varepsilon_0-\kappa z$. For $h\ll h_s$ the film acts as a force $F$ at $z=h_s/2$, with negligible stiffness. The total moment about the mid-plane vanishes. The $\varepsilon_0$ term integrates to zero by symmetry, which leaves

$$-\frac{M_s h_s^3}{12}\kappa+\frac{Fh_s}{2}=0
\quad\Rightarrow\quad \kappa=CF,\qquad C=\frac{6}{M_sh_s^2}.\qquad(2)$$

The example uses round model parameters: $M_s=180$ GPa, $h_s=100$ µm, a final thickness of 60 nm and $\Delta=0.2$ nm, hence $N=301$ samples. Then $C=6/(1.8\times10^{11}\times10^{-8})=3.33\times10^{-3}\ \mathrm{N^{-1}}$. A plate calculation that adds the film layer by layer, with its stiffness, departs from (2) by at most 0.09 % of the largest curvature. Both (2) and that calculation are linear, and need $R^2\kappa/h_s\ll1$ for a sample of radius $R$, with the initial curvature included in $\kappa$. For this substrate that holds well at $R=1$ cm, but at $R=5$ cm stretching of the mid-plane lowers the response by a few per cent. Curvature noise of $10^{-4}\ \mathrm{m^{-1}}$ becomes $\delta=10^{-4}/C=0.030$ N/m. One N/m per nm is one GPa.

The slope of $F$ is not automatically the stress of the newest layer. If $\sigma(z,h)$ is the stress at height $z$ in the film (now counted from the interface) when the thickness is $h$, then $F=\int_0^h\sigma(z,h)\,dz$. Differentiating both the upper limit and the integrand gives

$$\frac{dF}{dh}=\sigma(h,h)+\int_0^h\frac{\partial\sigma(z,h)}{\partial h}\,dz.\qquad(3)$$

The second term is the change in material already buried. For example, let each layer arrive with stress $\sigma_0$ and relax as $\sigma=\sigma_0e^{-(h-z)/r}$. Then $F=\sigma_0r(1-e^{-h/r})$ and $dF/dh=\sigma_0e^{-h/r}$. With $\sigma_0=100$ MPa and $h=r=20$ nm the slope is 36.8 MPa, although the surface stress is still 100 MPa. A curvature record of uninterrupted growth cannot by itself separate the two terms. Below, $s$ means $dF/dh$; reading it as the stress of new material requires that buried layers keep their stress. Temperature is taken as constant, so no thermal mismatch is added.

**What goes wrong with differences**

The naive estimate is $(y_{i+1}-y_i)/\Delta$, with $y=\kappa/C$. The two errors are independent, so their variances add to $2\delta^2$ and the noise is

$$\frac{\sqrt2\,\delta}{\Delta}=\frac{1.414\times0.030}{0.2}\ \mathrm{GPa}=212\ \mathrm{MPa}.$$

This is as large as the stresses sought, and finer sampling at fixed $\delta$ makes it worse. Taking the two points 1 nm apart lowers it to 42 MPa, but the samples between them are thrown away. Using them all brings in the factor $\sqrt{\Delta/\ell}$ of (1), together with its $c$. A straight-line fit over a window $\ell\gg\Delta$ has $c=12$, so its noise is $\sqrt{6\Delta/\ell}$ times that of two points $\ell$ apart. Over 1 nm the six samples give 36 MPa; the gain is large only for windows of many samples.

Integrating a trial stress and fitting it to the data uses every sample. Let $s$ be piecewise linear with nodal values $s_0,\dots,s_{N-1}$, and let $b$ be the unknown baseline:

$$F_i=b+\sum_{j=1}^{i}\frac{\Delta}{2}(s_{j-1}+s_j),\qquad\text{or}\quad \mathbf F=G\mathbf x,\quad \mathbf x=(b,s_0,\dots,s_{N-1}).\qquad(4)$$

The baseline matters: the initial curvature of $0.02\ \mathrm{m^{-1}}$ in the example corresponds to 6 N/m, more than the film signal.

A plain least-squares fit still fails. There are $N$ data and $N+1$ unknowns, so the noise is fitted completely. There is even a direction that the data do not see. If $G\mathbf x=0$, the first row gives $b=0$, and differences of successive rows give $s_{j-1}+s_j=0$. Hence $s_j=(-1)^ja$, a zigzag of any amplitude. The data have to be supplemented by a statement about smoothness.

**The penalty**

Constant stress and a steady drift of stress should pass freely, so I penalise $s''$. The sum of squared residuals has the dimension of $F^2$. Since $s''$ has that of $F$ over length cubed, $\int(s'')^2dh$ has that of $F^2$ over length to the fifth power. The weight must be a fifth power of length, and the form $\ell^6/\Delta$ makes $\ell$ the smoothing length, as (6) will show:

$$J=\sum_i(y_i-F_i)^2+\frac{\ell^6}{\Delta}\int(s'')^2\,dh.\qquad(5)$$

On the grid $s''\approx(s_{j-1}-2s_j+s_{j+1})/\Delta^2$, and the integral becomes $\Delta$ times a sum of squares. It is therefore $|P\mathbf x|^2$, where the rows of $P$ give $(s_{j-1}-2s_j+s_{j+1})/\Delta^{3/2}$.

The minimum is unique. The Hessian of $J$ is $2(G^TG+\ell^6P^TP/\Delta)$, which is positive definite unless some nonzero vector satisfies both $G\mathbf v=0$ and $P\mathbf v=0$. The first condition leaves the zigzag, whose second difference is $-4s_j\neq0$. No such vector exists.

To compute the minimum, stack $G$ above $\sqrt{\ell^6/\Delta}\,P$, and $\mathbf y$ above zeros. This is an ordinary least-squares problem. If the stacked matrix is $QR$ and $Q_1$ is the block of the first $N$ rows of $Q$, then

$$\hat{\mathbf x}=R^{-1}Q_1^T\mathbf y,\qquad \hat{\mathbf F}=G\hat{\mathbf x}=H\mathbf y,\qquad H=Q_1Q_1^T,$$

because $G=Q_1R$. The estimate is linear in the data, and $H$ is symmetric.

**What the penalty does to signal and noise**

Far from the ends, and for $\ell\gg\Delta$, the sum in (5) may be replaced by $\Delta^{-1}\int dh$. With the baseline removed and $s''=F'''$,

$$J\simeq\frac1\Delta\int\left[(y-F)^2+\ell^6(F''')^2\right]dh .$$

Fourier components decouple. Each contributes $|\hat y-\hat F|^2+k^6\ell^6|\hat F|^2$, and setting the derivative with respect to $\hat F^*$ to zero gives $-(\hat y-\hat F)+k^6\ell^6\hat F=0$. Hence

$$\hat F=T(k)\,\hat y,\qquad T(k)=\frac1{1+k^6\ell^6}.\qquad(6)$$

Differentiation multiplies both sides by $ik$, so the true stress is filtered by the same $T$. On the actual grid with $\ell=2$ nm, waves with $k\ell=0.6$, 1.0 and 1.4 are passed with factors 0.956, 0.501 and 0.118; equation (6) gives 0.955, 0.500 and 0.117.

Independent samples have spectral density $\delta^2\Delta$, since integrating it over $|k|<\pi/\Delta$ with $dk/2\pi$ returns $\delta^2$. The filter cuts off well before $\pi/\Delta$, so the limits may go to infinity. With $u=k^3\ell^3$, $k^2dk=du/(3\ell^3)$,

$$\operatorname{Var}s=\delta^2\Delta\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{k^2}{(1+k^6\ell^6)^2}
=\frac{\delta^2\Delta}{6\pi\ell^3}\int_{-\infty}^{\infty}\frac{du}{(1+u^2)^2}
=\frac{\delta^2\Delta}{12\,\ell^3},\qquad(7)$$

because the last integral is $\pi/2$. This is (1) with $c=1/12$. For $\ell=2$ nm it gives 1.37 MPa, and so does the grid estimator. At fixed $\delta$, finer sampling now helps, as $\sqrt\Delta$. If shorter exposures raise the noise as $\delta\propto\Delta^{-1/2}$, the product $\delta^2\Delta$ is unchanged and nothing is gained.

In real space the filter is a convolution with $K(x)=\int(dk/2\pi)\,e^{ikx}T(k)$. Set $\ell=1$ and $x>0$, and close the contour in the upper half-plane. The poles $q$ satisfy $q^6=-1$, and each residue of $e^{ikx}/(1+k^6)$ is $e^{iqx}/(6q^5)=-q\,e^{iqx}/6$. Hence $K=-\tfrac i6\sum q\,e^{iqx}$ over $q=i,\ e^{i\pi/6},\ e^{5i\pi/6}$. The first pole gives $e^{-x}/6$; the terms from the other two are complex conjugates. Restoring $\ell$,

$$K(x)=\frac1{6\ell}\left[e^{-|x|/\ell}+2e^{-|x|/2\ell}\cos\!\left(\frac{\sqrt3|x|}{2\ell}-\frac\pi3\right)\right].\qquad(8)$$

The cosine makes $K$ negative at some distances. A sudden change of stress is therefore spread over $2.79\,\ell$ between its 10 % and 90 % levels, and it acquires an overshoot of 5.6 % of the step. A weak tensile bump beside an abrupt compressive drop may be this artefact.

**How much smoothing**

Known noise suggests choosing $\ell$ so that the residual sum of squares equals $N\delta^2$. This is too coarse here. For Gaussian noise the sum of squared errors itself scatters by $\sqrt{2N}\,\delta^2\approx25\,\delta^2$, and near the best $\ell$ the fit lowers the residual sum by only a similar amount: about $\tfrac76\operatorname{tr}H\approx25$ units of $\delta^2$ at $\ell=1$ nm, where $\operatorname{tr}H\approx22$ (the factor $\tfrac76$ is derived in the last section). Chance then has a large say in the smoothing. The rule also tends to oversmooth, since on average the squared bias must make up what the fit removes from the residual.

It is better to estimate the error of the fit. Write $\mathbf y=\mathbf F+\mathbf e$, with the baseline included in $\mathbf F$. Since $H\mathbf y-\mathbf F=-(\mathbf y-H\mathbf y)+\mathbf e$,

$$|H\mathbf y-\mathbf F|^2=|\mathbf y-H\mathbf y|^2-2\,\mathbf e^T(\mathbf y-H\mathbf y)+|\mathbf e|^2 .$$

At fixed $\ell$ the mean of $\mathbf e^T(I-H)(\mathbf F+\mathbf e)$ is $\delta^2(N-\operatorname{tr}H)$, and that of $|\mathbf e|^2$ is $N\delta^2$. So

$$U(\ell)=|\mathbf y-H\mathbf y|^2+2\delta^2\operatorname{tr}H-N\delta^2\qquad(9)$$

has the same mean as the unknown squared error. The scatter of $|\mathbf e|^2$ enters $U$ equally for every $\ell$, so it does not move the minimum. In 600 synthetic runs at $\ell=1.5$ nm the means of $U$ and of the true squared error are 0.0485 and 0.0473 (N/m)², a difference of little more than one standard error.

The procedure is then:

1. Convert curvature to $y=\kappa/C$ and obtain $\delta$ from the curvature noise.
2. For each $\ell$ on a logarithmic grid, here 0.3 to 5 nm, compute $\hat{\mathbf x}$, $H$ and $U$.
3. Keep the $\ell$ with the smallest $U$, and propagate $\delta$ through the linear estimator to get error bars. These treat $\ell$ as given and leave out the scatter added by choosing it from the same data.

$U$ judges the error in $F$, not in $s$. In the standard example below this costs little: the median ratio of the stress error to the smallest one on the grid is 1.03.

**A tensile-to-compressive transition**

The synthetic stress imitates tension during island coalescence followed by steady compression:

$$s(h)=P\,e^{-(h-h_p)^2/2w^2}+\frac S2\left[1+\tanh\frac{h-h_t}{v}\right],$$

with $P=300$ MPa, $h_p=10$ nm, $w=3$ nm, $S=-100$ MPa, $h_t=18$ nm and $v=4$ nm. It is a shape to be recovered, not a model of the mechanism. One noisy run selects $\ell=1.00$ nm. Equation (7) gives the interior noise as $\sqrt{0.030^2\times0.2/12}$ GPa $=3.9$ MPa, some 55 times below that of differences of neighbouring points. That compares unequal resolutions: two points 3.5 nm apart spread a step over the same 2.8 nm between its 10 % and 90 % levels and carry 12 MPa of noise, about three times more. In MPa:

| $h$ (nm) | true | estimate | noise s.d. | bias |
|---:|---:|---:|---:|---:|
| 0 | 1.1 | 18.0 | 15.7 | −7.8 |
| 10 | 298.2 | 293.4 | 3.9 | −4.1 |
| 15 | 56.6 | 65.1 | 3.9 | 1.9 |
| 20 | −71.9 | −70.0 | 3.9 | 0.0 |
| 50 | −100.0 | −101.9 | 3.9 | 0.0 |
| 60 | −100.0 | −97.7 | 15.7 | 0.0 |

The bias is the smoothing error without noise. It is known here because the truth is known; the error bar does not contain it. At both ends the noise is four times the interior value, since data lie on one side only. The apparent 18 MPa at the start of growth is thus no evidence of early tension.

The bias at the peak can be estimated for weak smoothing. There $T-1\simeq-k^6\ell^6$, and $(ik)^6=-k^6$, so the bias is $+\ell^6s^{(6)}$. At the top of the Gaussian $s^{(6)}=-15P/w^6$, which gives $-15\times300/3^6\approx-6$ MPa. The next term, $\ell^{12}s^{(12)}=10395\,P(\ell/w)^{12}$, is about $+6$ MPa. The two nearly cancel, so at $\ell=w/3$ the expansion cannot be relied on: its first term alone gives the sign and order of magnitude, but not the value, which is −4.1 MPa.

**Where the stress changes sign**

The transition is the zero of $s$, the maximum of $F$. Here it lies at 16.39 nm, with $F=2.14$ N/m. The mean stress $F/h$ changes sign far later. Once compression is established, $F\simeq Pw\sqrt{2\pi}+S(h-h_t)=2.256-0.1\,(h-18)$ in N/m with $h$ in nm, which vanishes at 40.6 nm.

The algorithm finds a zero of the smoothed stress $s_\ell$ plus noise $\eta$. Near the zero $h_\ell$ of $s_\ell$, a displacement $u$ obeys $s_\ell'(h_\ell)\,u+\eta\simeq0$, so

$$\operatorname{sd}(u)\simeq\frac{\operatorname{sd}(\eta)}{|s_\ell'(h_\ell)|}.\qquad(10)$$

The slope must be that of $s_\ell$. At $\ell=1.5$ nm smoothing changes it from −32.6 to −37.2 MPa/nm, both taken as central differences at the grid node nearest the zero. Equation (10) then predicts a scatter of 0.057 nm, against 0.055 nm in the synthetic runs; the true slope would give 0.065 nm. The zero also shifts by 0.13 nm, more than twice the scatter, so at this $\ell$ the error bar alone would mislead. With automatic choice of $\ell$ the mean shift is about −0.01 nm and the scatter 0.11 nm. The single run gives $16.42\pm0.10$ nm, where the slope of the estimate itself stands in for the unknown $s_\ell'$.

**When the scheme fails**

Each row summarises 300 runs. The r.m.s. error covers the whole thickness, ends included. The peak bias is a mean over the runs; in the rows with −1.2 and 2.3 MPa its sampling error exceeds 1 MPa, so these two entries show no clear bias.

| case | median $\ell$ (nm) | median r.m.s. (MPa) | peak bias (MPa) |
|:---|---:|---:|---:|
| standard | 1.11 | 4.8 | −5.6 |
| $w=1.5$ nm | 0.74 | 8.3 | −17.1 |
| $w=4.5$ nm | 1.35 | 4.0 | −2.2 |
| noise ×4 | 1.35 | 14.1 | −13.9 |
| assumed $\delta$ ×0.5 | 0.30 | 25.6 | −1.2 |
| assumed $\delta$ ×2 | 1.35 | 6.1 | −12.6 |
| correlated noise | 0.55 | 20.2 | 2.3 |

A narrow peak forces a smaller $\ell$, and is still lowered by 6 % of its height. Four times the noise raises the error only threefold. A larger $\ell$ is chosen, so by (7) the interior noise changes by $4\,(1.108/1.354)^{3/2}=3.0$ instead of 4. The price is a larger smoothing error, as the peak bias shows; it too grows by less than four.

Halving the assumed noise is far more harmful here than doubling it, and (9) shows why. In the interior, $\operatorname{tr}H$ and $\operatorname{tr}H^2$ are proportional to $I_1=\int dq/(1+q^6)$ and $I_2=\int dq/(1+q^6)^2$. Integration by parts gives $I_1=\int6q^6/(1+q^6)^2dq=6(I_1-I_2)$, hence $I_2=\tfrac56I_1$. When $\ell$ is small enough for the bias to be negligible, the mean residual sum is

$$\delta^2\operatorname{tr}(I-H)^2=\delta^2\left(N-2\operatorname{tr}H+\operatorname{tr}H^2\right)\simeq\delta^2\left(N-\tfrac76\operatorname{tr}H\right).$$

With an assumed noise $\delta_a$, the mean of $U$ varies as $(2\delta_a^2-\tfrac76\delta^2)\operatorname{tr}H$. The bracket is negative for $\delta_a<\sqrt{7/12}\,\delta=0.76\,\delta$. Less smoothing, which means larger $\operatorname{tr}H$, then looks better in this range, as long as $\ell$ stays above about $\Delta$, where the ratio $\tfrac56$ holds. With $\delta_a=\delta/2$ the median choice is indeed the lower edge of the grid, so the size of the error in the table depends on where the grid begins. A selected $\ell$ at that edge is a warning, but one inside the grid is no assurance: with the correlated noise of the last row the median choice is 0.55 nm.

Correlated noise acts in a similar way. In the last row neighbouring errors have correlation $\rho=0.8$, decaying as $\rho^n$ over $n$ samples. In the limit of small $k$, noise components then carry $\sum_n\rho^{|n|}=(1+\rho)/(1-\rho)=9$ times the power of independent noise of equal variance, and (9) undercharges for fitting them. If the covariance matrix $V$ of the errors is known, the derivation of (9) goes through with $\mathbf e^TH\mathbf e$ averaging to $\operatorname{tr}(HV)$. Replacing $2\delta^2\operatorname{tr}H-N\delta^2$ by $2\operatorname{tr}(HV)-\operatorname{tr}V$ makes $U$ unbiased again; this variant was not run here. The noise record of an idle substrate, taken before growth, can supply both $\delta$ and $V$, provided that deposition itself does not change the noise.

The numerical output below gives the remaining digits and the transition errors of each case.

## Computed results

```
substrate modulus 180 GPa, thickness 100 um
film modulus in plate check 150 GPa
samples 301, spacing 0.2 nm, final thickness 60 nm
Stoney factor C 3.3333e-03 1/N
initial curvature 0.020 1/m
noise: curvature 1.0e-04 1/m, F 0.0300 N/m
largest Stoney error / largest curvature 0.087 %
relaxing film: h 20 nm, decay length 20 nm
  surface stress 100.0 MPa, dF/dh 36.8 MPa
two-point derivative noise 212.1 MPa
k*ell 0.6: transfer computed 0.9558, theory 0.9554
k*ell 1.0: transfer computed 0.5012, theory 0.5000
k*ell 1.4: transfer computed 0.1182, theory 0.1172
ell 2.0 nm: noise computed 1.370, theory 1.369 MPa
step: 10-90% width 2.792 ell, overshoot 5.60 %
interior tr(H^2)/tr(H) 0.8333, critical assumed/true noise 0.764
risk check, ell 1.5 nm, 600 runs: mean estimate 0.04854, mean loss 0.04732 (N/m)^2
slope at zero, ell 1.5 nm: true -32.63, smoothed -37.24 MPa/nm
transition sd: sampled 0.0547, smoothed slope 0.0567, true slope 0.0647 nm
transition shift by smoothing: predicted 0.1324, sampled mean 0.1295 nm
true zero of incremental stress 16.394 nm
true zero of mean stress 40.550 nm
true maximum of F 2.144 N/m, final F -1.945 N/m
single run: chosen ell 1.002 nm, tr H 21.53
single run: transition 16.415 nm, noise sd 0.098 nm
h/nm | true | estimate | noise sd | smoothing bias (all MPa)
   0      1.15     17.97    15.68    -7.78
   5     74.66     72.22     3.97     2.14
  10    298.20    293.36     3.87    -4.12
  15     56.56     65.11     3.87     1.88
  20    -71.95    -69.98     3.87     0.03
  30    -99.75    -99.48     3.87     0.01
  50   -100.00   -101.90     3.87     0.00
  60   -100.00    -97.69    15.68    -0.00
ell grid 0.30 to 5.00 nm; 300 runs per case
case: median ell/nm, median rms/MPa, peak bias/MPa, transition bias/nm, sd/nm
standard: 1.108, 4.77, -5.63, -0.013, 0.109
peak width 1.5 nm: 0.741, 8.31, -17.08, -0.039, 0.225
peak width 4.5 nm: 1.354, 4.02, -2.20, 0.016, 0.085
noise x4: 1.354, 14.07, -13.88, 0.095, 0.298
assumed noise x0.5: 0.300, 25.55, -1.20, -0.183, 0.488
assumed noise x2: 1.354, 6.11, -12.56, 0.038, 0.078
correlated, rho=0.8: 0.548, 20.16, 2.29, -0.108, 0.538
standard: median rms / best rms on grid 1.033
```
